# Surface-limited carrier decay in a wafer with identical faces

A short flash of light fills a semiconductor wafer with excess electrons and holes, and the extra conductance is then watched as it dies away. Some carriers recombine inside the crystal. Others diffuse to a face and recombine through interface states, for example those between a semiconductor and its oxide. The late decay is a single exponential. How much of its time constant belongs to the interface, and how much to the journey towards it?

## The model

Let \(n(x,t)\) be the excess density of minority carriers in a wafer occupying \(-W/2<x<W/2\). Three assumptions make the problem linear and one-dimensional. The excess is small compared with the doping, so minority carriers move by diffusion with a constant coefficient \(D\). The bulk lifetime \(\tau_b\) is constant. The wafer is wide and evenly lit, so \(n\) depends on one coordinate. Then

\[
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}. \tag{1}
\]

The surface recombination velocity \(S>0\) is defined by the loss per unit area and time, \(Sn\), with \(n\) taken at the inner edge of the thin space-charge layer under the face. The flux along \(+x\) is \(-D\,\partial n/\partial x\). Outward means \(+x\) at the right face and \(-x\) at the left, so

\[
-D\,n'(W/2)=S\,n(W/2),\qquad D\,n'(-W/2)=S\,n(-W/2). \tag{2}
\]

A prime denotes \(\partial/\partial x\). Two dimensionless quantities will be used:

\[
u=\frac{\beta W}{2},\qquad s=\frac{SW}{2D}. \tag{3}
\]

Here \(\beta\) is the wavenumber of a decay mode, and \(s\) compares the surface velocity with the diffusion velocity \(2D/W\).

The result to be derived is that each mode decays at the rate \(1/\tau=1/\tau_b+D\beta^2\), where

\[
\tan\frac{\beta W}{2}=\frac{S}{D\beta}\ \ \text{(even modes)},\qquad
\tan\frac{\beta W}{2}=-\frac{D\beta}{S}\ \ \text{(odd modes)}. \tag{4}
\]

The slowest mode is even, so the first condition gives the late decay, but it does not describe the odd half of the spectrum.

## First derivation: standing modes

Look for solutions that keep their shape, \(n=X(x)e^{-t/\tau}\). Equation (1) gives \(-X/\tau=DX''-X/\tau_b\), or

\[
X''=-\beta^2X,\qquad \frac1\tau=\frac1{\tau_b}+D\beta^2. \tag{5}
\]

Nothing yet says that \(\beta\) is real. Multiply \(-DX''=D\beta^2X\) by \(X^*\) and integrate by parts:

\[
D\beta^2\!\int|X|^2dx=-D\big[X^*X'\big]_{-W/2}^{W/2}+D\!\int|X'|^2dx .
\]

By (2), \(-DX'=SX\) at the right face. The lower limit contributes \(+DX^*X'=S|X|^2\) at the left face. Hence

\[
D\beta^2\!\int|X|^2dx=D\!\int|X'|^2dx+S\left(|X(W/2)|^2+|X(-W/2)|^2\right). \tag{6}
\]

The right side is positive: it could vanish only for a constant \(X\) that is zero at the faces, which is no mode. So \(\beta^2\) is real and positive, and we may take \(\beta>0\). Every mode decays faster than the bulk alone would allow.

The general solution is \(X=A\cos\beta x+B\sin\beta x\). The two conditions (2) become

\[
D\beta(A\sin u-B\cos u)=S(A\cos u+B\sin u),
\]
\[
D\beta(A\sin u+B\cos u)=S(A\cos u-B\sin u).
\]

Adding them, and subtracting the second from the first, separates the coefficients:

\[
A(D\beta\sin u-S\cos u)=0,\qquad B(D\beta\cos u+S\sin u)=0. \tag{7}
\]

If \(A\neq0\), the first bracket vanishes. Then \(\cos u\neq0\), since otherwise \(\sin u\) would vanish too, and division gives the even condition in (4). If \(B\neq0\), the second bracket vanishes and gives the odd condition. They require opposite signs of \(\tan u\), so no mode mixes the two. With \(D\beta/S=u/s\), they read

\[
u\tan u=s\ \ \text{(even)},\qquad -u\cot u=s\ \ \text{(odd)}. \tag{8}
\]

For \(m=0,1,2,\ldots\), \(u\tan u\) rises from 0 to infinity on \((m\pi,m\pi+\pi/2)\), because both factors are positive and increasing. There is one even root in each such interval, and none elsewhere, where the tangent is negative. In the same way there is one odd root in each interval \((m\pi+\pi/2,(m+1)\pi)\). The parities alternate, and the lowest root, \(0<u_0<\pi/2\), is even. Increasing \(S\) moves each root from the lower end of its interval to the upper end.

### The slow and fast limits

Write the surface part of the slowest decay as \(1/\tau_s=D\beta_0^2\), so that \(\tau_s=W^2/(4Du_0^2)\).

For a slow surface, \(s\ll1\), the root is small and \(u\tan u=u^2+u^4/3+\ldots=s\). Solving by iteration gives \(u_0^2=s-s^2/3+\ldots\), hence \(1/u_0^2=1/s+1/3+\ldots\), and

\[
\tau_s=\frac{W}{2S}+\frac{W^2}{12D}+\ldots\qquad(s\ll1). \tag{9}
\]

The leading term is a bookkeeping result. Diffusion keeps the density nearly flat, the wafer holds \(nW\) carriers per unit area, and its two faces remove \(2Sn\) per unit time.

For a fast surface, \(s\gg1\), put \(u_0=\pi/2-\delta\). Then \(\tan u_0=1/\tan\delta\), so \(\tan\delta=u_0/s\) and \(\delta\simeq\pi/(2s)\). Thus \(u_0\simeq(\pi/2)(1-1/s)\), and \(1/u_0^2\simeq(4/\pi^2)(1+2/s)\). Since \(2/s=4D/(SW)\),

\[
\tau_s=\frac{W^2}{\pi^2D}+\frac{4W}{\pi^2S}+\ldots\qquad(s\gg1). \tag{10}
\]

The density is now almost zero at the faces and forms a single cosine arch, half a period long. Arrival by diffusion sets the pace, and a still more active surface hardly shortens the decay.

### Bounds for any surface

The even condition gives \(1/s=\cot u_0/u_0\). Therefore

\[
\frac1{u_0^2}=\frac1s+g(u_0),\qquad g(u)=\frac1{u^2}-\frac{\cot u}{u}. \tag{11}
\]

The derivative of \(g\) is

\[
g'(u)=\frac{h(u)}{u^3\sin^2u},\qquad h(u)=u^2+u\sin u\cos u-2\sin^2u .
\]

To find its sign, set \(v=2u\), so that \(h=v^2/4+(v/4)\sin v-1+\cos v\). Differentiating with respect to \(v\),

\[
4\frac{dh}{dv}=2v+v\cos v-3\sin v,
\]
\[
4\frac{d^2h}{dv^2}=2-2\cos v-v\sin v=4\sin u\cos u\,(\tan u-u).
\]

The last expression is positive for \(0<u<\pi/2\). Both \(h\) and \(dh/dv\) vanish at \(v=0\), so both are positive in this interval, and \(g\) increases. Its end values are \(g(0^+)=1/3\), from \(u\cot u=1-u^2/3-\ldots\), and \(g(\pi/2)=4/\pi^2\). Multiplying (11) by \(W^2/(4D)\) gives

\[
\frac{W}{2S}+\frac{W^2}{12D}<\tau_s<\frac{W}{2S}+\frac{W^2}{\pi^2D}. \tag{12}
\]

The upper bound is a convenient interpolation formula, since it has the right leading term in both limits. On a scan of \(0.01\le s\le1000\) it exceeds the true \(\tau_s\) by at most 5.1% of that value, near \(s=2.6\).

## Second derivation: poles of the transient

Now start from a given initial density \(n_0(x)\) and ask what happens, without proposing any decay law. Define the Laplace transform \(N(x,p)=\int_0^\infty n\,e^{-pt}dt\). Integration by parts turns \(\partial n/\partial t\) into \(pN-n_0\), and (1) becomes

\[
N''-q^2N=-\frac{n_0}{D},\qquad q^2=\frac{p+1/\tau_b}{D}. \tag{13}
\]

One solution of this equation is

\[
P(x)=-\frac1D\int_0^x\frac{\sinh q(x-y)}{q}\,n_0(y)\,dy. \tag{14}
\]

Differentiating twice confirms it: \(P''=-n_0/D+q^2P\). The ratio \(\sinh(qa)/q\) is a power series in \(q^2\), so \(P\) has no singularity at any finite \(p\). It also has the parity of \(n_0\), as the substitution \(y\to-y\) shows.

Split \(n_0\) into even and odd parts. For the even part, add the even homogeneous solution, \(N=P+A\cosh qx\). The right-hand condition \(DN'+SN=0\) at \(x=W/2\) fixes \(A\), and parity then satisfies the left-hand one:

\[
A=-\frac{DP'(W/2)+SP(W/2)}{Dq\sinh(qW/2)+S\cosh(qW/2)}. \tag{15}
\]

For the odd part, add \(B\sinh(qx)/q\) instead. The numerator has the same form and the denominator is \(D\cosh(qW/2)+S\sinh(qW/2)/q\).

Poles can come only from zeros of these denominators. At such a zero, \(\cosh qx\) or \(\sinh(qx)/q\) satisfies both face conditions by itself, so identity (6) applies with \(\beta^2=-q^2\) and forces \(q=i\beta\) with \(\beta\) real. Using \(\sinh iu=i\sin u\) and \(\cosh iu=\cos u\), the zeros obey

\[
S\cos u-D\beta\sin u=0,\qquad D\beta\cos u+S\sin u=0,
\]

which are the two conditions (4). The pole lies at \(p=-1/\tau_b-D\beta^2\), and a pole at \(p\) contributes \(e^{pt}\): the decay rate is again that of (5). For a special initial density the numerator may vanish as well, and that mode is then absent.

The limits can be read from the even denominator, which is proportional to \(s\cosh z+z\sinh z\) with \(z=qW/2\). For small \(s\) the lowest zero has small \(z\), where the expression is approximately \(s+z^2\). Thus \(z^2=-s\), and the surface rate \(-4Dz^2/W^2\) is \(2S/W\). For large \(s\), dividing by \(s\) leaves \(\cosh z=0\), so \(z=i\pi/2\) and the rate is \(\pi^2D/W^2\).

### How much each mode carries

The transform also supplies amplitudes. For a uniform start \(n_0\), a simpler particular solution is the constant \(n_0/(Dq^2)\). Adding \(C\cosh qx\), applying the face condition, and averaging with \(\langle\cosh qx\rangle=\sinh z/z\) gives

\[
\langle N\rangle=\frac{n_0W^2}{4Dz^2}\left[1-\frac{s\sinh z}{z(s\cosh z+z\sinh z)}\right]. \tag{16}
\]

At \(z=0\) the bracket vanishes as \(z^2\), so there is no pole there. Put \(z=iu\) and \(F(u)=s\cos u-u\sin u\). The singular part of (16) is

\[
\frac{n_0W^2}{4D}\,\frac{s\sin u}{u^3F(u)} .
\]

At a root, \(s=u\tan u\), and

\[
F'(u)=-s\sin u-\sin u-u\cos u=-\frac{u+\sin u\cos u}{\cos u}. \tag{17}
\]

This is nonzero because \(u+\sin u\cos u=u+\tfrac12\sin2u>0\), so the poles are simple. From \(p+1/\tau_b=-4Du^2/W^2\) we have \(dp=-(8Du/W^2)du\). The residue is therefore

\[
-\frac{2n_0s\sin u}{u^2F'(u)}=\frac{2n_0\,s\sin u\cos u}{u^2(u+\sin u\cos u)}.
\]

With \(s\cos u=u\sin u\), the fraction of the initial mean density carried by an even mode is

\[
f=\frac{2\sin^2u}{u(u+\sin u\cos u)}. \tag{18}
\]

The inverse transform equals the sum of residues if the closing arcs contribute nothing. On the arcs \(|z|=(m+\tfrac12)\pi\), \(\coth z\) stays bounded, so the second term in (16)'s bracket tends to zero and \(\langle N\rangle\) falls as \(1/|p|\). For \(t>0\) that is enough for the arc integrals to vanish as \(m\) grows. Hence

\[
\langle n\rangle(t)=n_0e^{-t/\tau_b}\sum_m f_m e^{-D\beta_m^2t}, \tag{19}
\]

with the sum over even modes. Odd modes have zero mean and do not appear in a signal proportional to the total number of carriers.

## What each derivation assumes

Both routes use the same physics: linear transport, constant \(D\), \(\tau_b\) and \(S\), and identical faces. They also share identity (6), which makes the rates real. They differ in what they take for granted about time.

The first route assumes a product form. It finds every solution of that form, but does not by itself prove that an arbitrary initial density is a sum of them. In return it shows the mode shapes directly, and its identity (6) can be extended to a \(D\) that varies with depth. The diffusion term in (1) is then \((Dn')'\), the constant \(1/\tau-1/\tau_b\) replaces \(D\beta^2\) on the left of (6), and \(D\) stays under the integral on the right.

The second route assumes an initial density and a Laplace transform. The exponentials emerge as poles, and their weights come with them. For the mean density after a uniform start, the argument about the arcs proves the full expansion; for other starts a corresponding estimate would be needed. This route also accommodates a face that responds linearly but with delay. A convolution in time becomes a product, so \(S\) is replaced by a function \(S(p)\) in (15). The pole condition then changes, and (6) no longer guarantees real rates.

Both fail when \(S\) depends on the density itself. Superposition is then lost, and a single \(S\) describes only a part of the decay over which \(S\) barely changes.

## A germanium wafer

Take p-type germanium at 300 K, \(W=500\) μm, \(10^{16}\) acceptors per cm³ and an initial excess of \(10^{14}\) cm⁻³. A rough electron mobility of 3000 cm²/Vs gives \(D=77.6\) cm²/s through the Einstein relation, and \(\tau_b=300\) μs is taken for good material. Three surfaces are compared with all else fixed.

| Surface | \(S\) (cm/s) | \(s\) | \(\tau_s\) (μs) | \(\tau\) (μs) |
|---|---|---|---|---|
| passivated | \(10^2\) | 0.032 | 252.7 | 137 |
| intermediate | \(3\times10^3\) | 0.97 | 11.2 | 10.8 |
| abraded | \(10^5\) | 32 | 3.47 | 3.43 |

For the passivated wafer, (9) gives \(W/(2S)=0.05/200\) s \(=250\) μs, plus 2.7 μs for diffusion. The measured decay would be shorter, since \(1/300+1/252.7=1/137\) in μs⁻¹. From this one decay time \(S\) cannot be extracted without a separate value of \(\tau_b\). If \(D\) is known, a second wafer of clearly different thickness, with the same bulk and surfaces, would allow both to be found.

For the intermediate surface neither leading term, 8.33 μs from (9) or 3.27 μs from (10), suffices by itself. The bounds (12) are \(8.33+2.69=11.02\) μs and \(8.33+3.27=11.60\) μs, and the root gives 11.16 μs. Using \(S=W/(2\tau_s)\) would return 2240 cm/s instead of 3000.

For the abraded surface the diffusion time \(W^2/(\pi^2D)\) is 3.27 μs. The correction in (10) is \(8/\pi^2\) times \(W/(2S)=0.25\) μs, or 0.20 μs, and the sum is 3.47 μs. The slow formula would now infer 7200 cm/s, too small by a factor of 14. Even the correct formula is delicate here: in the late decay time, all information about \(S\) lies in a difference of 0.2 μs, so an error of 6% in \(D\) is enough to hide it. After a uniform start the first mode carries 83% of the mean density and the second even mode 9%. The latter falls to 1% of the former after 1.04 μs. A single exponential fitted to the logarithm of a noiseless signal from then on, over one decay time, gives \(\tau\) about 0.6% too short. That small error already raises the inferred \(S\) by about 10%; starting the fit at 2 μs reduces this contribution to the error in \(S\) to about 1%. These times hold for a uniform start, which needs weakly absorbed light. Light absorbed within about 10 μm of one face gives the first two even modes nearly equal shares. The 1% point then moves to about 2 μs, and a fit begun there again overestimates \(S\) by about 10%. If the light is absorbed within about 1 μm, the same mean excess at first exceeds the doping near the face, and the linear model applies only after the carriers have spread.

The rates were also computed by expanding the density in 25 Legendre polynomials, with diffusion and face loss entered directly and neither tangent condition used. For all three surfaces the first six surface rates agreed with the roots of (8) to one part in \(10^7\), with alternating parity.

These parameters are rough. The constant \(S\) is also an assumption: charge in a passivating film bends the bands and can make \(S\) depend on injection. If \(S\) doubled on the passivated wafer, \(\tau\) would fall from 137 to about 90 μs; on the abraded wafer \(\tau_s\) would fall by only about 3%.

The omissions estimated next amount to a few percent or less at 300 K; a dependence of \(\tau_b\) on injection is not among them and can be larger. The initial injection lowers \(D\) by 1% through ambipolar transport, and lowers \(S\) by 1% for midgap states with equal capture and flat bands. Both changes fade as the excess decays. When \(S\) is to be inferred on the abraded wafer, however, even a lasting 1% change in \(D\) would matter: it shifts the diffusion time by 0.03 μs, about a sixth of the 0.2 μs that carries the information on \(S\). The depletion layer is less than 0.3 μm thick. A fully absorbing rim at a radius of 5 cm would collect carriers mainly from within about a diffusion length \(\sqrt{D\tau}\) of the edge. This length is 1 mm in the passivated wafer, where after even illumination the rim would take about 4% of all carriers; in the other two wafers it would take about 1% or less. Even so, in a signal collected from the whole abraded wafer the rim shortens the fitted decay time by about 0.4%, which raises the inferred \(S\) by about 7%. Making the faces unequal by ±20% about the same mean changes \(\tau_s\) by at most 1.7% in these three cases. For the abraded wafer, temperature matters more. In pure germanium, where lattice scattering gives roughly \(D\propto T^{-0.66}\) for electrons, heating to 350 K lowers \(D\) by about 10%. At this doping, impurity scattering weakens on heating and offsets part of the change. Rough estimates that combine lattice and screened-impurity scattering give a fall of 4 to 7%, which lengthens the diffusion time by 0.12 to 0.25 μs, comparable to the whole 0.2 μs signature of the abraded surface.

## Calculated quantities

```
Thickness W = 500 um, radius = 5 cm
Temperature = 300 K
Mobilities: electron 3000, hole 1500 cm2/Vs
Acceptors = 1.0e+16 cm^-3
Intrinsic density = 2.0e+13 cm^-3
Initial excess density = 1.0e+14 cm^-3
Electron diffusion coefficient D = 77.56 cm2/s
Bulk lifetime = 300 us
Fast limit W^2/(pi^2 D) = 3.266 us
Slow correction W^2/(12 D) = 2.686 us
passivated: S = 100 cm/s, SW/(2D) = 0.0322
  beta W/2 = 0.17858, beta = 7.143 cm^-1
  surface lifetime = 252.692 us
  slow formula W/(2S) = 250.000 us
  interpolation formula = 253.266 us
  effective lifetime = 137.161 us
  first odd-mode lifetime = 3.150 us
  S inferred by slow formula = 98.9 cm/s
intermediate: S = 3000 cm/s, SW/(2D) = 0.9670
  beta W/2 = 0.84983, beta = 33.993 cm^-1
  surface lifetime = 11.158 us
  slow formula W/(2S) = 8.333 us
  interpolation formula = 11.599 us
  effective lifetime = 10.758 us
  first odd-mode lifetime = 1.966 us
  S inferred by slow formula = 2240.4 cm/s
abraded: S = 100000 cm/s, SW/(2D) = 32.2348
  beta W/2 = 1.52357, beta = 60.943 cm^-1
  surface lifetime = 3.472 us
  slow formula W/(2S) = 0.250 us
  interpolation formula = 3.516 us
  effective lifetime = 3.432 us
  first odd-mode lifetime = 0.865 us
  S inferred by slow formula = 7201.1 cm/s
Largest interpolation error = 5.06 %
  reached at SW/(2D) = 2.56
Abraded, mode shares: first 0.8339, second even 0.0910
  second even is 1 % of first at 1.037 us
Neglected effects:
Ambipolar change of D = -0.97 %
Midgap S change = -0.97 %
Maximum depletion width = 0.238 um (eps_r 16)
Dielectric relaxation time = 0.59 ps
Kinetic ceiling on S = 1.55e+07 cm/s (mass 0.12)
Electron mean free path = 75 nm
Degeneracy change of D = 3.5e-04 %
D change at 350 K = -9.7 %
n_i/N_A at 350 K = 2.2 %
Largest rim share of loss = 0.25 %
Faces S +-20 %: largest tau_s change = 1.70 %
```
